# Negative effective U in a defect-molecule model of the silicon vacancy

Anyone who computes the charge states of a vacancy in a tetrahedrally bonded crystal with four valence electrons per atom has to decide whether each one may be relaxed within the tetrahedral symmetry of the empty site, or whether the symmetry must be broken separately for each charge. The choice can change the sign of the result. In the model below, with the symmetry kept, the singly positive vacancy has a range of Fermi levels in which it is stable, provided the repulsion between the defect electrons exceeds the amount by which the symmetric breathing relaxation, treated near the end, lowers the energy difference defined next. With the symmetry broken, that range can vanish, and the vacancy then passes directly from charge $2+$ to charge $0$. The quantity that decides is

$$U_{\rm eff}=E(\mathrm V^{0})+E(\mathrm V^{2+})-2E(\mathrm V^{+}),$$

the energy of the reaction $2\mathrm V^+\to \mathrm V^0+\mathrm V^{2+}$ between distant vacancies, each at its own relaxed geometry. In the model below

$$U_{\rm eff}=U-2E_{\rm JT},$$

where $U$ is the repulsion between two electrons in the defect level and $E_{\rm JT}$ is the Jahn-Teller energy of one electron. Within this model it is negative if $U<2E_{\rm JT}$, and otherwise it is not. The criterion rests on a repulsion that depends on the number of defect electrons alone; the section on exchange shows that other forms of the repulsion can give a negative value for larger $U$.

## The model shared by both derivations

**Levels.** Removing an atom leaves four neighbours, each with one hybrid pointing into the vacancy. Place them along

$$\mathbf r_1=(1,1,1),\quad \mathbf r_2=(-1,-1,1),\quad \mathbf r_3=(1,-1,-1),\quad \mathbf r_4=(-1,1,-1),$$

and write $x_i,y_i,z_i=\pm1$ for the components. The hybrids are taken as orthonormal, with energy zero and matrix element $-t_{ij}$ between atoms $i$ and $j$. In the undistorted vacancy all $t_{ij}=t_0>0$.

The distortions needed here keep opposite pairs equal: $t_{12}=t_{34}=a$, $t_{13}=t_{24}=b$, $t_{14}=t_{23}=c$. The four normalized combinations

$$\psi_A=\tfrac12(1,1,1,1),\qquad \psi_x=\tfrac12(x_i),\qquad \psi_y=\tfrac12(y_i),\qquad \psi_z=\tfrac12(z_i)$$

are then eigenvectors for any $a,b,c$. For $\psi_z$, with signs $(+,+,-,-)$, the first row of the matrix gives $\tfrac12(-a+b+c)$, and the other rows give the same value times their own sign. The signs of $\psi_x$ are $(+,-,+,-)$ and those of $\psi_y$ are $(+,-,-,+)$. Hence

$$\varepsilon_A=-(a+b+c),\quad \varepsilon_z=-a+b+c,\quad \varepsilon_x=a-b+c,\quad \varepsilon_y=a+b-c.$$

For $a=b=c=t_0$ there is one level at $-3t_0$ and a threefold level at $+t_0$. Symmetry operations permute the hybrids without changing their sign. The first state is therefore invariant, which is A1, while the other three transform like the coordinates $x,y,z$, which is T2 in the tetrahedral group.

The neutral vacancy has four electrons, one per hybrid: two fill A1 and two are in T2. With $n$ the number of T2 electrons, $\mathrm V^{2+}$, $\mathrm V^+$ and $\mathrm V^0$ have $n=0,1,2$.

**Distortion.** Let the hopping depend linearly on the change $\Delta R$ of the pair separation, $t=t_0-g\,\Delta R$ with $g>0$, so that approaching atoms bond more strongly. The two E-type modes, normalized over the four atoms, are

$$\mathbf u_i=\frac{Q_1}{\sqrt{24}}(-x_i,-y_i,2z_i)+\frac{Q_2}{\sqrt8}(x_i,-y_i,0).$$

To first order, $\Delta R_{ij}$ is the projection of $\mathbf u_i-\mathbf u_j$ on the line joining the atoms. For the first mode,

$$\Delta R_{12}=\frac{Q_1}{\sqrt{24}}(-2,-2,0)\cdot\frac{(1,1,0)}{\sqrt2}=-\frac{Q_1}{\sqrt3},$$

$$\Delta R_{13}=\frac{Q_1}{\sqrt{24}}(0,-2,4)\cdot\frac{(0,1,1)}{\sqrt2}=\frac{Q_1}{2\sqrt3},$$

and $\Delta R_{14}=\Delta R_{13}$. The second mode gives $0$, $-Q_2/2$ and $+Q_2/2$ for the pairs 12, 13 and 14. Opposite pairs change equally, as assumed above. Therefore

$$a=t_0+\frac{gQ_1}{\sqrt3},\qquad b=t_0-\frac{gQ_1}{2\sqrt3}+\frac{gQ_2}{2},\qquad c=t_0-\frac{gQ_1}{2\sqrt3}-\frac{gQ_2}{2}.$$

Their sum is $3t_0$, so the A1 level does not move. The others become $\varepsilon_z=3t_0-2a$, $\varepsilon_x=3t_0-2b$ and $\varepsilon_y=3t_0-2c$. With $F=2g/\sqrt3$,

$$\varepsilon_z=t_0-FQ_1,\qquad \varepsilon_{x,y}=t_0+\tfrac12FQ_1\mp\tfrac{\sqrt3}{2}FQ_2,$$

the upper sign belonging to $x$. In vector form $\varepsilon_i=t_0-\mathbf f_i\cdot\mathbf Q$, where

$$\mathbf f_z=F(1,0),\qquad \mathbf f_{x,y}=F\left(-\tfrac12,\pm\tfrac{\sqrt3}{2}\right).$$

The three forces have equal length, lie at $120^\circ$ to one another and add up to zero.

**Energy.** The lattice contributes $\tfrac12K|\mathbf Q|^2$. The repulsion among T2 electrons is taken as $\tfrac12Un(n-1)$, which depends on their number alone; exchange is added later. The filled A1 level contributes a constant, and its repulsion with the T2 electrons is absorbed in the position of the T2 level. Trigonal modes are left out for now.

## First derivation: relax each charge state

Treat the nuclei as classical and put all $n\le2$ electrons in $\psi_z$. The force is then along $Q_1$, so $Q_2=0$ at the minimum, and

$$E_n(Q_1)=nt_0+\tfrac12Un(n-1)-nFQ_1+\tfrac12KQ_1^2.$$

Setting the derivative $-nF+KQ_1$ to zero gives $Q_1=nF/K$. At this point the electronic term is $-n^2F^2/K$ and the elastic term is $+n^2F^2/(2K)$: half of the electronic gain is spent on straining the lattice. Thus

$$E(n)=nt_0+\tfrac12Un(n-1)-n^2E_{\rm JT},\qquad E_{\rm JT}=\frac{F^2}{2K}=\frac{2g^2}{3K}.$$

The coupling itself is linear in the distortion and linear in the occupancy. The relaxation energy is quadratic in the occupancy because two electrons exert twice the force and also produce twice the displacement.

For $n=2$ the alternative is one electron in each of two orbitals. The force is then $\mathbf f_x+\mathbf f_y=-\mathbf f_z$, of length $F$ and not $2F$, and the relaxation is $-E_{\rm JT}$ instead of $-4E_{\rm JT}$. Without exchange the pair in one orbital is lower.

In the second difference the terms in $t_0$ cancel:

$$U_{\rm eff}=(U-4E_{\rm JT})+0-2(-E_{\rm JT})=U-2E_{\rm JT}.$$

The charge-transition levels follow from the same energies. At Fermi level $\mu$ the formation energy is $E(n)-n\mu$ plus a constant, and a transition level is the $\mu$ at which two charge states are equal. Measured from the unrelaxed T2 level,

$$\mu(2{+}/{+})=-E_{\rm JT},\qquad \mu({+}/0)=U-3E_{\rm JT},\qquad \mu(2{+}/0)=\tfrac12U-2E_{\rm JT}.$$

The second minus the first is $U_{\rm eff}$. If it is positive, it is the width of the range in which $\mathrm V^+$ is stable. If it is negative, the two levels are inverted. At $\mu(2{+}/0)$ the state $\mathrm V^+$ then lies $|U_{\rm eff}|/2$ above the other two, and away from this point one of them is lower still.

## Second derivation: eliminate the lattice first

Now leave the filling open and keep the nuclei quantum mechanical. Let $n_i=n_{i\uparrow}+n_{i\downarrow}$ be the number operator of orbital $i=x,y,z$, $n$ their sum, $\mathbf P$ the momentum conjugate to $\mathbf Q$, and $M$ the mode mass:

$$H=\sum_i n_i(t_0-\mathbf f_i\cdot\mathbf Q)+\tfrac12Un(n-1)+\frac{|\mathbf P|^2}{2M}+\tfrac12K|\mathbf Q|^2.$$

Every $n_i$ commutes with $H$, since no term moves an electron between orbitals. In a sector of given occupations the total force $\mathbf S=\sum_in_i\mathbf f_i$ is a fixed vector, and completing the square gives

$$\tfrac12K|\mathbf Q|^2-\mathbf S\cdot\mathbf Q=\tfrac12K\left|\mathbf Q-\frac{\mathbf S}{K}\right|^2-\frac{|\mathbf S|^2}{2K}.$$

A constant shift of $\mathbf Q$ leaves $\mathbf P$ unchanged. What remains is an oscillator of the same frequency in every sector, whose zero-point energy cancels in $U_{\rm eff}$, and the energy $-|\mathbf S|^2/(2K)$. Since $\mathbf f_i\cdot\mathbf f_j=-F^2/2$ for $i\ne j$, and each pair occurs twice in the square,

$$-\frac{|\mathbf S|^2}{2K}=-E_{\rm JT}\left(\sum_i n_i^2-\sum_{i<j}n_in_j\right).$$

A spin-orbital occupation equals its own square, so $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$, and

$$-\frac{|\mathbf S|^2}{2K}=-E_{\rm JT}\,n-2E_{\rm JT}\sum_i n_{i\uparrow}n_{i\downarrow}+E_{\rm JT}\sum_{i<j}n_in_j.$$

The first term lowers the level of a single electron. The second is an attraction between two electrons in the same orbital, which share one distortion. The third is a repulsion between electrons in different orbitals, whose distortions partly oppose each other. Adding $U$ for every pair, the interaction is $U-2E_{\rm JT}$ within an orbital and $U+E_{\rm JT}$ between orbitals. Two electrons therefore choose the same orbital, and

$$E(1)=t_0-E_{\rm JT},\qquad E(2)=2(t_0-E_{\rm JT})+U-2E_{\rm JT}.$$

Apart from the common zero-point energy $E(0)=0$, so $E(2)+E(0)-2E(1)=U-2E_{\rm JT}$. Here $U_{\rm eff}$ appears directly as the interaction of two electrons in one orbital.

This form also shows where the $n^2$ law ends. A third electron must enter a second orbital. The best fillings for $n=3,4,5,6$ are $(2,1,0)$, $(2,2,0)$, $(2,2,1)$ and $(2,2,2)$, with relaxation energies $3,4,1,0$ in units of $E_{\rm JT}$; the $n^2$ law would give 9 for $n=3$. Taking the second difference around the neutral vacancy gives

$$E(3)+E(1)-2E(2)=U+(-3-1+8)E_{\rm JT}=U+4E_{\rm JT}.$$

Around $n=3$ the result is again $U-2E_{\rm JT}$. If $U>2E_{\rm JT}$, both $\mathrm V^+$ and $\mathrm V^-$ are stable, and $U+4E_{\rm JT}$ is the width of the range of $\mathrm V^0$ between them. If $U<2E_{\rm JT}$, both are skipped, and $\mathrm V^0$ borders directly on $\mathrm V^{2+}$ and $\mathrm V^{2-}$. The width is then $\tfrac12[E(4)+E(0)-2E(2)]=2U+2E_{\rm JT}$. In either case the range is wider than the value $U$ found without the coupling. These statements, which use $n=3$ and $n=4$, are derived for tetragonal modes alone.

## What each derivation assumes

Both use orthonormal hybrids, a repulsion that depends on $n$ alone, and E modes alone. They differ in what else they need.

The first derivation needs classical nuclei and a filling chosen by comparing candidates. In return, the second difference of relaxed energies keeps its meaning when the lattice is anharmonic or the hopping is nonlinear; one then inserts the actual minima, and the $n^2$ law is lost. Suppose, for example, that the force constant is $K_1$ for $n=1$ and $K_2$ for $n=2$. With classical nuclei,

$$U_{\rm eff}=U-\frac{2F^2}{K_2}+\frac{F^2}{K_1}.$$

The lattice contribution is negative if $K_2<2K_1$. A lattice that stiffens by more than a factor of two on receiving the second electron would raise $U_{\rm eff}$.

The second derivation needs no classical nuclei and no guess of the filling, and it covers all $n$ at once. It depends on linear coupling, one force constant for all charges, and conserved orbital occupations. Trigonal modes break the last condition, because they mix the orbitals.

It also explains how a calculation can miss the effect. If partial occupations spread the electrons equally, $n_x=n_y=n_z=n/3$, then in mean field $\mathbf S=0$. There is no force along the E modes, and a relaxation started from the symmetric geometry stays there. With the repulsion still taken as $\tfrac12Un(n-1)$ of the total number, the energies then give $U$ in place of $U-2E_{\rm JT}$. To reach the tetragonal minimum for $n=1$ or $2$, start from a tetragonal distortion that lowers one orbital, and put all $n$ electrons in that orbital. Distortion and integer occupations alone are not enough: a purely trigonal start can keep its threefold axis and miss this minimum, and one electron in each of two orbitals relaxes by only $E_{\rm JT}$.

## Three effects outside the basic model

**Exchange.** Let each pair of parallel spins gain $J$, leaving out the exchange terms that flip spins or move pairs between orbitals. The triplet of $\mathrm V^0$ has energy $U-J-E_{\rm JT}$ relative to $2t_0$, and the paired state has $U-4E_{\rm JT}$. The paired state is lower if $J<3E_{\rm JT}$. Beyond that limit

$$U_{\rm eff}=(U-J-E_{\rm JT})+2E_{\rm JT}=U-J+E_{\rm JT},$$

which is positive only if $J<U+E_{\rm JT}$. Since $J>3E_{\rm JT}$ here, this requires $U>2E_{\rm JT}$, so exchange of this form cannot turn a negative $U_{\rm eff}$ positive.

The limit $J<3E_{\rm JT}$ depends on the terms left out. For real orbitals the matrix element that moves a pair from one orbital to another equals $J$. With it, the singlet with amplitudes $(-1,-1,2)/\sqrt6$ on the paired states of $x,y,z$ has repulsion $U-J$ and slope $-F$ along $Q_1$, so it reaches $U-J-E_{\rm JT}$. The lowest singlet is then never above the triplet, and $U_{\rm eff}$ falls below $U-2E_{\rm JT}$. A repulsion $U_0$ acting on each hybrid is such a case, with $U=J=U_0/4$. For the lattice of the example below it gives $U_{\rm eff}=-0.06$ eV at $U=0.45$ eV, where $U-2E_{\rm JT}$ is $+0.12$ eV. If instead the repulsion between different orbitals is smaller than that within one orbital, the triplet wins at smaller $J$.

**Breathing.** If all four atoms move outward with normalized amplitude $Q_b$, every separation grows by $\sqrt{2/3}\,Q_b$. The electronic energy is $(n-6)t$, with $-6t$ from the two A1 electrons and $+nt$ from T2. Its variation is $(6-n)g\sqrt{2/3}\,Q_b$. Minimizing this together with $\tfrac12K_bQ_b^2$ gives $-(6-n)^2g^2/(3K_b)$, whose second difference in $n$ is $-2g^2/(3K_b)$. Breathing therefore lowers $U_{\rm eff}$ as well, without breaking any symmetry. If $U$ is taken from symmetric relaxed calculations, this part is already in it and must not be subtracted again.

**Trigonal modes.** Let pair 12 shorten by $q$ and pair 34 lengthen by $q$, the other pairs being unchanged to first order. Each of the four atoms moves by $q/2$ along its pair axis, so $q$ is an amplitude normalized over the four atoms, like $Q_1$ and $Q_2$. The changes are $\delta H_{12}=-gq$ and $\delta H_{34}=+gq$, and $\tfrac14[-gq(x_1y_2+x_2y_1)+gq(x_3y_4+x_4y_3)]=\tfrac14[2gq+2gq]$. This gives the matrix element $\langle\psi_x|\delta H|\psi_y\rangle=gq$ and no diagonal elements within T2. The two partner modes couple the other orbital pairs in the same way. With all three amplitudes equal to $-Q_T/\sqrt3$, every off-diagonal element is $-gQ_T/\sqrt3$, and the lowest level falls by $2gQ_T/\sqrt3=FQ_T$. The slope equals that of the tetragonal mode, so the depth for one electron is $F^2/(2K_T)$. Within T2 alone, the tetragonal minimum is lower if $K<K_T$. Trigonal modes also mix A1 with T2, and this estimate omits that; the example below includes it.

## Worked example

The parameters are round numbers, not fitted to any material: $t_0=0.60$ eV, $g=1.50$ eV/Å, $K=9.0$ eV/Å$^2$, $U=0.25$ eV. The undistorted levels lie at $-1.80$ and $+0.60$ eV. Then

$$F=\frac{2(1.50)}{\sqrt3}=1.732\ \text{eV/Å},\qquad E_{\rm JT}=\frac{2(1.50)^2}{3(9.0)}=0.167\ \text{eV}.$$

The critical repulsion is $2E_{\rm JT}=0.333$ eV. The chosen $U$ is below it, and

$$U_{\rm eff}=0.250-0.333=-0.083\ \text{eV}=-83\ \text{meV}.$$

The amplitude is $0.192$ Å in $\mathrm V^+$ and $0.385$ Å in $\mathrm V^0$. In $\mathrm V^0$ two pairs shorten by $0.222$ Å, and their hopping rises to $0.60+1.50(0.222)=0.933$ eV. The occupied level falls to $3(0.60)-2(0.9333)=-0.067$ eV. The hopping has changed by more than half of $t_0$, so for a real defect both the linear law and the first-order pair separations would need checking at this distortion. With exact separations for a bond length of $2.35$ Å and the same $K$, $U_{\rm eff}$ moves from $-0.083$ to about $-0.10$ eV.

The occupied level has dropped by $0.667$ eV, but the transition level $(+/0)$ lies only $0.250$ eV below the unrelaxed T2 level. Two terms account for the difference. Removing an electron at the fixed geometry of $\mathrm V^0$ also removes the repulsion, which places the vertical level at $-0.667+0.250=-0.417$ eV. The resulting $\mathrm V^+$ then relaxes from $2F/K$ to $F/K$ and gains $\tfrac12K(F/K)^2=E_{\rm JT}=0.167$ eV, which gives $-0.250$ eV. A one-electron eigenvalue is therefore no substitute for a transition level here.

The level $(2+/+)$ lies at $-0.167$ eV, above $(+/0)$, so the order is inverted. The direct transition $(2+/0)$ is at $-0.208$ eV, where $\mathrm V^+$ is $0.042$ eV too high. A scan of the Fermi level finds $n=0$ and $n=2$ stable and never $n=1$. With $U=0.45$ eV and the same lattice, $U_{\rm eff}=+0.117$ eV and $\mathrm V^+$ is stable over a range of that width. The Jahn-Teller distortion is equally strong in both cases, so its presence alone does not imply negative $U$.

For these parameters, and with spin-flip and pair-transfer terms left out, the paired state of $\mathrm V^0$ survives exchange up to $J=0.50$ eV; this limit changes when those terms are kept. With $K_b=36$ eV/Å$^2$, breathing would lower $U_{\rm eff}$ by a further $0.042$ eV; it would also raise the three transition levels by about $0.2$ eV, to $+0.063$, $-0.063$ and $0.000$ eV for $(2+/+)$, $(+/0)$ and $(2+/0)$. With $K_T=18$ eV/Å$^2$, the trigonal depth for one electron within T2 is $0.083$ eV, half the tetragonal value. A numerical minimization over all five E and trigonal coordinates, with A1–T2 mixing included, returned the tetragonal energies for $n=0,1,2$ and no trigonal component above $0.001$ Å. This supports the neglect of trigonal modes for this choice of $K_T$; with the mixing included, a minimum with a trigonal component becomes lower between $K_T=13$ and $12$ eV/Å$^2$, well above the value $K=9$ eV/Å$^2$ found within T2 alone. The remaining values are in the numerical output.

## Table of computed values

```
t0 = 0.60 eV, g = 1.50 eV/A
K = 9.0, K_T = 18.0, K_b = 36.0 eV/A^2
U = 0.25 eV, larger U = 0.45 eV
A1 level = -1.800 eV, T2 level = 0.600 eV
A1-T2 gap = 2.400 eV
F = 1.7321 eV/A, E_JT = 0.1667 eV
critical U = 2 E_JT = 0.3333 eV
V2+: n = 0, Q = 0.0000 A, shift per atom = 0.0000 A
  dR short pairs = -0.0000 A, long pairs = 0.0000 A
  t short = 0.6000 eV, t long = 0.6000 eV
  level z = 0.6000 eV, x and y = 0.6000 eV
  relaxation = -0.0000 eV, with U = -0.0000 eV
V+: n = 1, Q = 0.1925 A, shift per atom = 0.0962 A
  dR short pairs = -0.1111 A, long pairs = 0.0556 A
  t short = 0.7667 eV, t long = 0.5167 eV
  level z = 0.2667 eV, x and y = 0.7667 eV
  relaxation = -0.1667 eV, with U = -0.1667 eV
V0: n = 2, Q = 0.3849 A, shift per atom = 0.1925 A
  dR short pairs = -0.2222 A, long pairs = 0.1111 A
  t short = 0.9333 eV, t long = 0.4333 eV
  level z = -0.0667 eV, x and y = 0.9333 eV
  relaxation = -0.6667 eV, with U = -0.4167 eV
relaxation/E_JT, n = 0..6: 0.000 1.000 4.000 3.000 4.000 1.000 0.000
transition levels relative to the unrelaxed T2 level:
  (2+/+) = -0.1667 eV
  (+/0) = -0.2500 eV
  (2+/0) = -0.2083 eV
U_eff = -0.0833 eV = -83.3 meV
V+ above V2+ and V0 at (2+/0) = 0.0417 eV
stable n for U = 0.25 eV: [0, 2]
stable n for U = 0.45 eV: [0, 1, 2]
U_eff for U = 0.45 eV: 0.1167 eV
triplet relaxation = -0.1667 eV
largest J for paired V0 = 0.5000 eV
trigonal depth in T2 alone, n = 1: 0.0833 eV
five-mode minima: trigonal part below 0.001 A: True
change of U_eff by breathing = -0.0417 eV
```
